# Why the Bethe Maximum Is Not the Stopping Peak

A proton enters a silicon wafer at a few MeV and slows by exciting and ejecting electrons. The slower it gets, the longer it stays near each electron and the more energy it loses per nanometre, until at some low speed the electrons can follow its passage without being excited and the loss falls again. Somewhere along the track the ionization is therefore greatest. At what proton energy does that happen?

The Bethe formula seems to answer. Without corrections, and for a nonrelativistic proton, the energy lost per unit path is

$$
S_B=\frac{4\pi N Z k^2}{mv^2}\,\ln\frac{2mv^2}{I},\qquad k=\frac{e^2}{4\pi\varepsilon_0}.
$$

Here $N$ is the number of atoms per volume, $Z$ the number of electrons per atom, $m$ the electron mass, $v$ the proton speed and $I$ the mean excitation energy of the target. $S_B$ is counted positive when the proton loses energy.

The belief is that the maximum of this expression is the physical stopping peak. It has much in its favour. The formula works well at high energy, it has a single maximum, and the maximum comes from a competition that sounds physical: $1/v^2$ grows as the proton slows while the logarithm shrinks. But the turnover happens where the formula has lost its basis.

## Where the formula turns over

Put $x=2mv^2/I$. Then $mv^2=Ix/2$, and $S_B$ is a constant times $\ln x/x$. Its derivative is

$$
\frac{d}{dx}\frac{\ln x}{x}=\frac{1-\ln x}{x^2},
$$

positive for $\ln x<1$ and negative for $\ln x>1$. The one maximum is at $x=\mathrm e=2.718$. With proton mass $M$ and energy $E=\tfrac12Mv^2$, we have $2mv^2=4(m/M)E$, so

$$
E_B=\frac{M}{m}\,\frac{\mathrm e\,I}{4}.
$$

For silicon, with $I=173$ eV,

$$
E_B=1836.15\times\frac{2.718\times173\ \text{eV}}{4}=216\ \text{keV}.
$$

The measured maximum for protons in silicon lies well below 100 keV, as a rough figure in the region of 60 keV.

The formula gives its own warning. It vanishes at $x=1$, which is $E_0=(M/m)I/4=79.4$ keV, and is negative below. Near $E_0$, $\ln(E/E_0)\approx(E-E_0)/E_0$, so the slowing law becomes $dE/dx_{\rm path}=-C(E-E_0)$ with $C$ a positive constant. The solution approaches $E_0$ exponentially: a proton obeying the formula would never stop. A curve that fails so badly at 79 keV needs an independent test at 216 keV.

## A target that can be solved at all speeds

Let each electron be bound as an isotropic harmonic oscillator of angular frequency $\omega$, initially in its ground state. Treat the proton as a bare point charge and its interaction with the electron to first order (the first Born approximation).

If the proton gives up momentum $\hbar\mathbf q$, it loses energy $\hbar\mathbf q\cdot\mathbf v-\hbar^2q^2/2M$. The last term is dropped because the proton is heavy. Raising the oscillator by $n$ quanta then requires $qv\cos\theta=n\omega$, where $\theta$ is the angle between $\mathbf q$ and $\mathbf v$. Since $\cos\theta\le1$, this is possible only for $q\ge n\omega/v$.

The Fourier transform of the Coulomb energy has magnitude $4\pi k/q^2$. Fermi's golden rule, divided by the incident flux, gives the cross-section

$$
\sigma_n=\frac{2\pi}{\hbar v}\int\frac{d^3q}{(2\pi)^3}\left(\frac{4\pi k}{q^2}\right)^2|F_n|^2\,\delta(\hbar qv\cos\theta-n\hbar\omega),
$$

with $F_n=\langle n|e^{iqx}|0\rangle$ and the $x$ axis along $\mathbf q$. Write $d^3q=2\pi q^2\,dq\,d(\cos\theta)$. The angular integral of the delta function is $1/(\hbar qv)$, and the numerical factors combine to $2\pi\cdot2\pi\cdot16\pi^2/8\pi^3=8\pi$:

$$
\sigma_n=\frac{8\pi k^2}{\hbar^2v^2}\int_{n\omega/v}^{\infty}\frac{dq}{q^3}\,|F_n|^2 .
$$

For the matrix element, write $x=\ell(a+a^\dagger)$ with $\ell^2=\hbar/(2m\omega)$, where $a$ and $a^\dagger$ lower and raise the oscillator by one quantum. Because $[a,a^\dagger]=1$,

$$
e^{iq\ell(a+a^\dagger)}=e^{-q^2\ell^2/2}\,e^{iq\ell a^\dagger}e^{iq\ell a}.
$$

The rightmost factor leaves the ground state unchanged, and the $n$th term of the middle one creates $n$ quanta. With $t=q^2\ell^2=\hbar q^2/(2m\omega)$,

$$
|F_n|^2=\frac{e^{-t}t^n}{n!}.
$$

The two directions perpendicular to $\mathbf q$ are not excited.

Now change variable from $q$ to $t$. Since $dq/q=dt/(2t)$ and $1/q^2=\hbar/(2m\omega t)$, we have $dq/q^3=\hbar\,dt/(4m\omega t^2)$. The lower limit becomes $n^2/\xi$, where

$$
\xi=\frac{2mv^2}{\hbar\omega}.
$$

For one such electron per atom the stopping is $N\sum_n n\hbar\omega\,\sigma_n$. Using $n/n!=1/(n-1)!$,

$$
S=\frac{2\pi Nk^2}{mv^2}\sum_{n\ge1}\frac{1}{(n-1)!}\int_{n^2/\xi}^{\infty}t^{n-2}e^{-t}\,dt
=\frac{4\pi Nk^2}{mv^2}\,L(\xi).
$$

The $n=1$ integral is the exponential integral $E_1(y)=\int_y^\infty e^{-t}dt/t$. For $n\ge2$ use $(n-1)!=(n-1)(n-2)!$ and the regularized incomplete gamma function $Q(a,y)=\int_y^\infty t^{a-1}e^{-t}dt/(a-1)!$ for integer $a$. Then

$$
L(\xi)=\frac12\left[E_1\!\left(\frac1\xi\right)+\sum_{n\ge2}\frac{Q(n-1,\,n^2/\xi)}{n-1}\right].
$$

Every term is positive. This is physical: an electron in its ground state can take energy from the proton but has none to give.

As a test, the energy loss was also summed directly from numerical oscillator wavefunctions at $\xi=1.5$ and $\xi=5$. The largest relative difference from this expression was $1.4\times10^{-13}$.

## The two limits

At high speed $E_1(1/\xi)\to\ln\xi-\gamma$, with $\gamma$ Euler's constant. In the sum put $j=n-1$. $Q(j,y)$ is the probability that a gamma-distributed variable of mean $j$ and standard deviation $\sqrt j$ exceeds $y$. Here $y\approx j^2/\xi$, which is below the mean for $j<\xi$ and above it for $j>\xi$. So $Q$ drops from one to zero around $j=\xi$, over a relative width of order $1/\sqrt\xi$. The sum tends to $\sum_{j\le\xi}1/j\to\ln\xi+\gamma$. Euler's constant cancels and

$$
L(\xi)\to\tfrac12(\ln\xi-\gamma+\ln\xi+\gamma)=\ln\xi .
$$

This is the Bethe logarithm with $I=\hbar\omega$. The Bethe formula is thus the high-speed limit of a known function, and we can see what happens when the limit is used too far down. At $\xi=2000$ the deficit $\ln\xi-L$ is $3.006/\xi$, which is negligible. At $\xi=\mathrm e$ the logarithm is 1, whereas $L=0.548$. Carrying the estimate $3/\xi$ down to that point would give a deficit of 1.10, larger than the logarithm itself. The Bethe maximum lies where a first correction no longer helps.

At low speed the $n=1$ term dominates, and $E_1(y)\approx e^{-y}/y$ for large $y$ gives $L\approx\tfrac12\xi e^{-1/\xi}$. A slow proton hardly excites an oscillator. A free-electron gas has excitations of arbitrarily low energy, which this model lacks, and its stopping at low speed is nearly proportional to $v$. A band gap cuts the loss below that line at the lowest speeds, the more so the wider the gap.

Since $S\propto L/\xi$, the peak for one frequency is the maximum of $L(\xi)/\xi$. It lies at $\xi=4.65$, above the Bethe value 2.72. For this target the Bethe maximum is too **low** in energy, by a factor $4.65/2.72=1.71$. The error therefore has no universal sign, and the question becomes why the Bethe maximum is too high in silicon.

## Silicon: three shells and one logarithm

Give silicon $n_K=2$, $n_L=8$ and $n_M=4$ electrons, treat the shells as independent oscillators, and add their losses:

$$
S=\frac{4\pi Nk^2}{mv^2}\sum_i n_iL(\xi_i),\qquad \xi_i=\frac{2mv^2}{\hbar\omega_i}.
$$

At high speed each $L(\xi_i)$ becomes $\ln\xi_i$, and the Bethe formula is recovered if

$$
Z\ln I=\sum_i n_i\ln(\hbar\omega_i),
$$

with energies measured in a common unit. So $I$ is a geometric mean over all fourteen electrons.

The atomic density is $49.94\ \text{nm}^{-3}$. For the valence (M) electrons take the plasma energy of a free-electron gas with four electrons per atom, $\hbar\omega_M=16.6$ eV. For the K shell choose a round 2500 eV. Keeping $I=173$ eV fixes the L shell:

$$
\ln\frac{\hbar\omega_L}{\text{eV}}=\frac{14\ln173-2\ln2500-4\ln16.6}{8}=5.66,
$$

or $\hbar\omega_L=286.5$ eV.

The full sum peaks at **37.2 keV**, with $S=135.5$ eV/nm. The Bethe maximum is 5.8 times higher in energy. At 37.2 keV the three Bethe terms $n_i\ln\xi_i$ are $-6.86$ (K), $-10.10$ (L) and $6.35$ (M), with sum $-10.61$. At $E_B$ the sum is 14 and the Bethe stopping is 77.5 eV/nm. Since $S$ scales as the sum divided by $E$, the Bethe formula gives

$$
77.5\times5.80\times\frac{-10.61}{14}\approx-341\ \text{eV/nm}
$$

where the model has its greatest stopping.

## What makes the false peak

Differentiate the Bethe formula shell by shell. Each term is proportional to $n_i\ln\xi_i/E$, and $\xi_i\propto E$, so

$$
E^2\frac{d}{dE}\left(\frac{n_i\ln\xi_i}{E}\right)=n_i(1-\ln\xi_i).
$$

At $E_B$ the terms $n_i\ln\xi_i$ are $-3.342$, $3.965$ and $13.376$ for K, L and M. The slopes are therefore

$$
\begin{aligned}
\text{K}:&\quad 2+3.342=5.34,\\
\text{L}:&\quad 8-3.965=4.04,\\
\text{M}:&\quad 4-13.376=-9.38.
\end{aligned}
$$

They cancel, as they must at a maximum. More than half of the upward slope comes from the K shell. Yet the full K-shell contribution $n_KL(\xi_K)$ at this energy is only 0.001: the proton is too slow to excite those electrons appreciably. The Bethe formula counts them as a negative loss that becomes less negative as the energy rises, and this spurious recovery helps hold the curve up against the true decline of the valence contribution. The L logarithm is positive at this energy, but it too rises too steeply: with $L(\xi_L)$ in place of the logarithm its slope is 1.12, not 4.04.

Deleting the K term alone moves the maximum only to 138 keV, the Bethe maximum for the geometric mean energy, 110.9 eV, of the twelve L and M electrons. The L logarithm is itself negative below 131.5 keV. Deleting every shell logarithm wherever it is negative, with everything else held fixed, leaves a small local maximum at 138 keV and puts the highest maximum at 20.7 keV. That is the Bethe maximum of the valence shell alone, $1836.15\times2.718\times16.6/4$ eV. Replacing its logarithm by $L$ raises it by the factor 1.71 to 35.4 keV. The small, rising contribution of the inner shells, chiefly the L shell, accounts for the remaining shift to 37.2 keV.

Two errors of opposite sign are thus at work. Using the logarithm for a single shell puts the peak too low. Using one mean energy for all shells ties the peak to 173 eV, when the low-energy stopping belongs mostly to electrons with 16.6 eV. In silicon the second error is much the larger.

## A good value with a wrong slope

At 216 keV the full shell contributions are 0.001, 2.193 and 12.852, with sum 15.05 against the Bethe sum of 14. The model stopping is 83.3 eV/nm, so the Bethe value is 7% below it. This near agreement is part of the temptation, but it rests on cancellation: the Bethe formula is too low by 3.34 in the K shell and too high by 1.77 and 0.52 in the L and M shells.

The slope does not share this luck. The model stopping decreases from $0.9E_B$ to $E_B$ and again to $1.1E_B$. Nothing peaks there.

At 10 MeV the ratio of model to Bethe stopping is 0.982. What matters is that $\xi_i$ be large for the shells that carry weight in the sum; a positive total logarithm is not enough.

## Beside real silicon

The density and $I$ describe real silicon, and a valence plasma energy near 17 eV is realistic. The K-shell energy is a chosen effective value, above the rough 1.8 keV needed to remove a K electron. The peak energy depends on such choices. With K energies of 2000 and 3500 eV, each combined with 0.7 and 1.5 times the valence energy and with $I$ held fixed, the model peak ranged from 24.8 to 69.2 keV. All four values are less than half of $E_B$. The peak also depends on treating the valence electrons as one oscillator. A free-electron gas of the same density, in first-order (Lindhard) theory, peaks at about 60 keV, a factor of about 3 above its Bethe maximum instead of 1.71; adding the same K and L shells raises the peak by a keV or two. The maximum is flat, and its position is uncertain by 2 to 3 keV.

The value 37 keV should not be taken as a prediction of the measured peak. First-order theory needs $k/(\hbar v)\ll1$. This parameter is 0.34 at $E_B$ but 0.82 at the model peak. The Bloch term, a standard correction for close collisions beyond first order, is $-0.13$ per electron at $E_B$, against a mean Bethe logarithm of 1. At the model peak it is $-0.52$. Applied to the four valence electrons it would remove 2.1 from a sum of about 4.2, so it signals a large uncertainty there and cannot serve as a reliable repair.

A slow proton may also carry an electron. For a neutral hydrogen atom with its electron frozen in the 1s state, the same target gives 0.27 times the bare-proton stopping at 37 keV, and its peak moves to 94 keV. That is a large shift, though still far below 216 keV. It is not an upper bound: a neutral fraction that falls as the energy rises adds an upward slope of its own and can place the peak of the mixture above both pure cases. Relativity moves the Bethe maximum by only 0.035%, and energy loss to silicon nuclei is estimated at 0.15% of the electronic loss at $E_B$ and 0.38% at the model peak. The Barkas term (odd in the projectile charge), the valence band structure, channelling and straggling are left out.

For an implanted proton the misreading has a length attached to it. Integrating $dE/S$ with the model stopping from 37.2 to 216 keV gives a path of 1.71 µm. Within this model, someone who takes 216 keV for the peak places the greatest stopping 1.71 µm too early along the track. The length is model dependent: with the free-electron gas for the valence electrons it is about 1.5 µm.

The maximum at $E_B$ is a true property of the Bethe expression. It marks an energy by which the expression has already ceased to describe the inner electrons, and the stopping peak has to be found from a theory, or a measurement, that remains valid at lower speed.

## Computed results

```
proton/electron mass ratio: 1836.153
silicon atomic density: 49.94 nm^-3
mean excitation energy I (input): 173 eV
K-shell energy (input): 2500 eV
L-shell energy (from I): 286.5 eV
M-shell energy (valence plasma): 16.6 eV
Bethe maximum energy: 215.9 keV
Bethe zero energy: 79.41 keV
Bethe stopping at its maximum: 77.48 eV/nm
largest wavefunction-test relative error: 1.4e-13
xi*(ln xi - L) at xi=2000: 3.006
L at xi=e (Bethe logarithm is 1): 0.5477
one-frequency true peak xi: 4.648
model silicon peak energy: 37.22 keV
model stopping at model peak: 135.5 eV/nm
Bethe stopping at model peak: -340.6 eV/nm
model stopping at Bethe maximum: 83.26 eV/nm
peak energy ratio Bethe/model: 5.8
Bethe peak without negative logs: 20.71 keV
K shell, count*log: Bethe at Bethe max -3.342, full 0.001; Bethe at model peak -6.857
L shell, count*log: Bethe at Bethe max 3.965, full 2.193; Bethe at model peak -10.098
M shell, count*log: Bethe at Bethe max 13.376, full 12.852; Bethe at model peak 6.345
model/Bethe stopping at 10 MeV: 0.9818
lowest peak in shell-energy scan: 24.8 keV
highest peak in shell-energy scan: 69.2 keV
path between the two peak energies: 1.71 um
relativistic shift of Bethe maximum: 0.035 %
speed at Bethe maximum: 2.94 Bohr speeds
Born parameter e^2/(4 pi eps0 hbar v) at Bethe maximum: 0.34
Bloch term per electron at Bethe maximum: -0.127
nuclear/electronic stopping at Bethe maximum: 0.15 %
neutral/bare projectile stopping at Bethe maximum: 0.434
speed at model peak: 1.22 Bohr speeds
Born parameter e^2/(4 pi eps0 hbar v) at model peak: 0.819
Bloch term per electron at model peak: -0.523
nuclear/electronic stopping at model peak: 0.38 %
neutral/bare projectile stopping at model peak: 0.267
neutral-projectile peak energy: 94.4 keV
```
